# When gas conduction halves the insulating effect of a thin crack

In calculating the thermal conductivity of a cracked ceramic, one must decide whether the cracks may be treated as empty or whether the gas in them must be included. A small gas conductivity $k_g$ does not settle the matter, because a narrow gap can conduct well even when filled with a poor conductor, although rarefaction of the gas limits how well. For a thin crack facing the heat flow, the aspect ratio at which the gas removes half the insulating effect is, to leading order in $k_g/k_s$,

$$
\alpha_{1/2}\simeq\frac{2k_g}{\pi k_s},
$$

where $k_s$ is the conductivity of the solid. Much wider cracks of the same radius can be treated as empty; much narrower ones have lost most of their effect, provided the gas in them still acts as a continuum.

The crack is an oblate spheroid of radius $a$ and half-opening $c$, with $\alpha=c/a<1$ and its short axis along $z$, the direction of the temperature gradient. There are $n$ identical parallel cracks per unit volume, so dilute that each sees the mean gradient $G$. Write $r=k_g/k_s<1$. The insulating effect is the relative drop in conductivity, $D=1-k_{\rm eff}/k_s$, to first order in $n$. "Half" refers to the drop $D_0$ caused by an empty crack, $k_g=0$, of the same shape and number density. At first the gas is a continuum, temperature is continuous at the faces, and radiation is neglected. I use $Q=k\,\partial T/\partial z$ for the flux density, counted positive down the temperature gradient.

The boundary is a coordinate surface in

$$
z=f\zeta\eta,\qquad \rho=f\sqrt{(1+\zeta^2)(1-\eta^2)},\qquad f=\sqrt{a^2-c^2}.
$$

It lies at $\zeta_0=c/f=\alpha/\sqrt{1-\alpha^2}$, since there $z=c\eta$ and $\rho=a\sqrt{1-\eta^2}$. The scale factors are

$$
h_\zeta=f\sqrt{\frac{\zeta^2+\eta^2}{1+\zeta^2}},\quad
h_\eta=f\sqrt{\frac{\zeta^2+\eta^2}{1-\eta^2}},\quad h_\varphi=\rho .
$$

Hence $h_\eta h_\varphi/h_\zeta=f(1+\zeta^2)$ and $h_\zeta h_\varphi/h_\eta=f(1-\eta^2)$, and Laplace's equation for an axisymmetric temperature is

$$
\partial_\zeta[(1+\zeta^2)\partial_\zeta T]+\partial_\eta[(1-\eta^2)\partial_\eta T]=0 .
$$

The remote field $Gz$ is proportional to $\eta$, so try $T=\eta Z(\zeta)$. The second term is then $-2\eta Z$, leaving $[(1+\zeta^2)Z']'=2Z$. One solution is $Z=\zeta$, the uniform gradient. For the other, put $Z=\zeta u(\zeta)$; the terms in $u$ itself cancel, and multiplication by $\zeta$ gives

$$
[\zeta^2(1+\zeta^2)u']'=0 .
$$

The solution that vanishes at infinity is, up to a factor,

$$
u(\zeta)=\int_\zeta^\infty\frac{dt}{t^2(1+t^2)}=\frac1\zeta-\operatorname{arccot}\zeta .
$$

We therefore take $T=G_{\rm in}z$ inside and $T=Gz[1+Bu(\zeta)]$ outside. With $g_{\rm in}=G_{\rm in}/G$ and $u_0=u(\zeta_0)$, continuity of temperature gives $g_{\rm in}=1+Bu_0$. Continuity of normal flux compares $k\,\partial_\zeta T$ on the two sides:

$$
r g_{\rm in}=1+B(u_0+\zeta_0u_0').
$$

Define $N=-u_0/(\zeta_0u_0')$, the depolarization factor along the short axis. Since $B=(g_{\rm in}-1)/u_0$, the flux condition becomes

$$
rg_{\rm in}=1+(g_{\rm in}-1)\left(1-\frac1N\right)=g_{\rm in}-\frac{g_{\rm in}}N+\frac1N .
$$

Multiplying by $N$, collecting $g_{\rm in}$, and writing $M=1-N$, we obtain

$$
g_{\rm in}=\frac1{M+(1-M)r}.
$$

Both boundary conditions are met at every $\eta$, so the gradient inside is indeed uniform.

To find $N$, use $u_0'=-1/[\zeta_0^2(1+\zeta_0^2)]$:

$$
N=(1+\zeta_0^2)(1-\zeta_0\operatorname{arccot}\zeta_0)
=\frac1{1-\alpha^2}\left[1-\frac{\alpha\arccos\alpha}{\sqrt{1-\alpha^2}}\right].
$$

Here $1+\zeta_0^2=1/(1-\alpha^2)$, and the angle whose cotangent is $\alpha/\sqrt{1-\alpha^2}$ has cosine $\alpha$. For small $\alpha$, $\arccos\alpha=\pi/2-\alpha+O(\alpha^3)$, so

$$
N=(1+\alpha^2)\left(1-\frac{\pi\alpha}2+\alpha^2\right)+O(\alpha^3),
\qquad M=\frac{\pi\alpha}2-2\alpha^2+O(\alpha^3).
$$

The integral for $u_0$, with $t=\zeta_0y$, also gives

$$
N=\int_1^\infty\frac{dy}{y^2[1+\alpha^2(y^2-1)]}.
$$

The integrand falls as $\alpha$ grows. Thus $M$ rises steadily from 0 for a flat crack to $2/3$ for a sphere, where the integral is $\int_1^\infty y^{-4}dy=1/3$.

Now average the flux over a large volume. If the whole volume had conductivity $k_s$, the mean flux would be $k_sG$. Each crack, of volume $v=(4\pi/3)a^2c=(4\pi/3)\alpha a^3$, changes this by $(k_g-k_s)G_{\rm in}v$. Dividing by $k_sG$ yields

$$
D=na^3\,\frac{4\pi\alpha}{3}\,\frac{1-r}{M+(1-M)r},
\qquad D_0=na^3\,\frac{4\pi\alpha}{3M}.
$$

As $\alpha\to0$, $D_0\to(8/3)na^3$. An empty crack of vanishing volume still blocks heat over an area of order $a^2$ and disturbs the flow to a distance of order $a$.

The share of the effect that is lost is

$$
S=1-\frac D{D_0}=1-\frac{(1-r)M}{M+(1-M)r}=\frac r{M+(1-M)r}.
$$

The numerator simplifies because $M+r-Mr-M+rM=r$. Since $S=rg_{\rm in}=k_gG_{\rm in}/(k_sG)$, the lost share equals the flux density in the crack divided by the remote flux density. Half the effect is lost when the crack carries half the remote flux density.

Setting $S=1/2$ gives $2r=M+r-Mr$, or

$$
M(\alpha_{1/2})=\frac r{1-r}.
$$

This is the exact condition within the dilute continuum model. Because $M$ rises steadily to $2/3$, there is one oblate solution when $r/(1-r)<2/3$, that is, $r<2/5$. For small $r$, insert the expansion of $M$:

$$
\frac{\pi\alpha}2=r+r^2+2\alpha^2+O(r^3).
$$

Replacing $\alpha^2$ on the right by its leading value $4r^2/\pi^2$ gives

$$
\alpha_{1/2}=\frac{2r}\pi\left[1+\left(1+\frac8{\pi^2}\right)r+O(r^2)\right].
$$

The simple law is thus a leading term, and its first relative correction is $1.81\,r$.

The reference matters at this order. If the drop is compared with the flat-crack value $(8/3)na^3$ instead, the half condition is $\pi\alpha(1-r)=M(1-r)+r$. With $x=\pi\alpha/2$ and $M=x-2\alpha^2$, this becomes $x(1-r)+2\alpha^2=r$ to second order, so $x=r+r^2-8r^2/\pi^2$. The leading term is unchanged, but the correction is now $(1-8/\pi^2)r\simeq0.19\,r$.

For $\alpha\ll1$ and $r\ll1$, the lost share reduces to

$$
S\simeq\frac1{1+\pi\alpha/(2r)} .
$$

A direct argument shows where the factor $2/\pi$ comes from. Across the centre of an empty thin crack the temperature drop is $2cG/M\simeq4aG/\pi=4aq/(\pi k_s)$, with $q=k_sG$ the remote flux density. If gas carries a uniform flux density $q_g$ through the crack, subtract a uniform flux $q_g$ everywhere. What remains is an empty crack in a remote flux $q-q_g$, and the subtracted field has no jump across a thin crack. The drop is therefore

$$
\Delta T=\frac{4a}{\pi k_s}(q-q_g),\qquad q_g=\frac{k_g}{2c}\Delta T .
$$

Eliminating $\Delta T$ recovers the thin law for $q_g/q$. Half the flux passes when the gas conductance $k_g/(2c)$ equals $\pi k_s/(4a)$, the conductance of the detour through the solid. At fixed radius and gas conductivity, narrowing the crack raises the former and leaves the latter unchanged, so the crack insulates less.

At fixed porosity $\phi=nv$, with the cracks spread evenly and $\phi\ll r$ so that the drop stays small however thin they are, the trend is reversed. Then $D=\phi(1-r)/[r+M(1-r)]$ increases as the cracks become thinner, up to $\phi(1-r)/r$, the result for gas layers in series with the solid. Half this ceiling is reached when the denominator is $2r$, again at $M=r/(1-r)$. For a continuum gas, the same aspect ratio thus marks the point below which further flattening of a given pore volume gains less than a factor of two. Once the gas in the crack is rarefied, flattening can gain more.

Take a crack in a plasma-sprayed zirconia thermal barrier coating of a gas turbine. Rough typical values are $k_s=2.4$ W/(m K) for the solid between the cracks, $k_g=0.08$ W/(m K) for hot air, $a=10$ µm, 1300 K and 20 bar. Then $r=0.0333$, and the simple law gives

$$
\alpha_{1/2}\simeq\frac{2(0.0333)}\pi=0.0212,\qquad 2c=20\ \text{µm}\times0.0212=0.42\ \text{µm}.
$$

The exact condition is $M=0.0333/0.9667=0.0345$, which gives $\alpha_{1/2}=0.0226$ and a full opening of 0.45 µm. This is 6.4% above the simple law; the first correction accounts for $1.81\times0.0333=6.0\%$. A finite-element solution for one crack in a large cell, with $k_{\rm eff}$ taken from the total dissipation, also gives 0.0226. It assumes neither a uniform inner gradient nor a formula for $N$.

With $a$ held fixed and the gas a continuum, a crack opened by 0.045 µm loses 91% of its effect, while one opened by 4.5 µm loses 11%. At 20 bar the temperature jump discussed below lowers the first figure to roughly 80%. For the wider crack the thin law gives 9%: at $\alpha\simeq0.23$ the neglected terms $2\alpha^2$ and $Mr$ both reduce the denominator of $S$ and raise the true share.

Let $na^3=0.05$. At the half point the porosity is $(4\pi/3)(0.0226)(0.05)=0.47\%$. Empty cracks lower the conductivity by $0.00473/0.0345=13.7\%$, to 2.07 W/(m K). With continuum gas, the denominator $M+(1-M)r$ is $2r$, and the drop is $0.00473\times0.967/0.0667=6.9\%$, leaving 2.24 W/(m K). For a single crack in a remote heat flux of 1 MW/m², $G=q/k_s=4.2\times10^5$ K/m; the temperature drop across the crack centre is 5.5 K when empty and 2.8 K with continuum gas. At 20 bar the temperature jump discussed below raises the 6.9% by about 7% of its value and the 2.8 K by 5–6%; the centre is affected less than the average because the jump matters most toward the rim.

The assumption of continuous temperature needs care at such openings. Gas molecules exchange energy with the faces over a jump length $g$, which adds $g$ to the effective gap at each face. The local conductance becomes

$$
h(\eta)=\frac{k_g}{2c\eta+2g},
$$

where $2c\eta$ is the local opening. With full accommodation, I estimate $g=[2\gamma/(\gamma+1)]\Lambda/{\rm Pr}$, with $\Lambda$ the mean free path, heat-capacity ratio $\gamma=1.3$ and Prandtl number ${\rm Pr}=0.7$. A molecular diameter of 0.37 nm gives $\Lambda=15$ nm and $g=24$ nm at 20 bar. Estimates from the conductivity or viscosity of hot air are roughly 15–35% longer, which makes the jump effects stronger. With $g$ 30% longer, the 20 bar values below become 0.36 instead of 0.38 µm for the half-loss opening and 0.45 instead of 0.46 for the lost share, the 0.045 µm crack loses about 76%, and the 1 bar shares of 0.25 and 0.20 fall to about 0.20 and 0.17. At 1 bar the values are about 300 nm and 480 nm, comparable with the opening, so the jump formula is then an interpolation rather than a small correction.

The effect can be bounded in the thin-crack limit. Let $w(\eta)$ be the temperature jump across the crack, and let $Lw$ be the flux density by which this jump reduces the flow through the crack plane. Flux balance reads $(L+h)w=q$. Write $\langle u,v\rangle=\int uv\,dA$ over the crack. Green's theorem makes $L$ symmetric, and $\langle v,Lv\rangle=k_s\int|\nabla T_v|^2dV\ge0$, where $T_v$ is the decaying field with jump $v$. For any trial jump $v$,

$$
\langle q,w\rangle-2\langle q,v\rangle+\langle v,(L+h)v\rangle
=\langle w-v,(L+h)(w-v)\rangle\ge0 .
$$

In this limit $D=n\int w\,dA/G$, so a lower bound on $\langle q,w\rangle$ is a lower bound on the insulating effect. Choose $v=b\eta$, the shape for an empty crack, for which $L\eta=\pi k_s/(4a)$. Maximizing over $b$ gives

$$
\langle q,w\rangle\ge\frac{\langle q,\eta\rangle^2}{\langle\eta,L\eta\rangle+\langle\eta,h\eta\rangle}.
$$

Without gas this is an equality. Hence $D/D_0\ge1/(1+R)$ and $S\le R/(1+R)$, where $R=\langle\eta,h\eta\rangle/\langle\eta,L\eta\rangle$. Because $\rho^2=a^2(1-\eta^2)$, the area element is $dA=2\pi a^2\eta\,d\eta$. At vanishing opening $h=k_g/(2g)$, so

$$
R=\frac{(k_g/2g)(2\pi a^2/4)}{(\pi k_s/4a)(2\pi a^2/3)}=\frac{3ak_g}{2\pi gk_s},
\qquad S\le\frac1{1+2\pi gk_s/(3ak_g)} .
$$

A finite opening lowers $h$ and hence $R$, so this ceiling holds for every opening within the thin-crack model. At 1 bar it is 0.25, or about 0.22 if $k_g/(2g)$ is replaced by the free-molecular conductance of kinetic theory: gas conduction alone cannot remove half the effect of this 10 µm crack, however narrow it is. The finite-element value at an opening of 1 nm is 0.249, close to the ceiling; at 0.45 µm it is 0.20.

At 20 bar the jump is a correction. Expanding the same average for $g\ll c$,

$$
\int_0^1\frac{\eta^3\,d\eta}{2c\eta+2g}\simeq\frac1{2c}\left(\frac13-\frac g{2c}\right)
\simeq\frac1{3(2c+3g)} .
$$

The jump therefore acts like an extra opening of $3g$, more than the $2g$ at the centre because the crack narrows toward its rim. This predicts that the half-loss opening shrinks by $3\times24=72$ nm. The finite-element result falls from 0.45 to 0.38 µm, in agreement. If the opening stays at 0.45 µm, the lost share is 0.46 instead of 0.50.

Radiation across the gap adds conductance. Taking $4n_r^2\sigma T^3$, with refractive index $n_r=2.1$ and $\sigma$ the Stefan–Boltzmann constant, gives $2.2\times10^3$ W/(m² K), or 1.2% of the continuum gas conductance $k_g/(2c)=1.8\times10^5$ W/(m² K) at the centre. The factor $n_r^2$ assumes that all waves in the solid tunnel across, as in a nearly closed gap, so for these waves the figure is an upper limit; surface polaritons are left out. Crack interaction may matter more. Adding resistivities instead of conductivity drops, $k_{\rm eff}=k_s/(1+D)$, agrees to first order in $n$ but changes the lost share from 0.50 to 0.47. That difference only compares two first-order forms. The true effect of interaction depends on how the cracks are arranged, and it can be larger and of either sign.

Real sprayed coatings depart further from the model. Their porosity is roughly 10%, far above the 0.47% used here, and their conductivity is often near 1 W/(m K), so the computed 2.24 W/(m K) describes a sparsely cracked solid, not a typical coating. Their cracks are also irregular, tilted and bridged by solid. Bridges that fill an area fraction $s$ of the gap add a conductance of at most about $sk_s/(2c)$, neglecting the constriction of heat into each bridge. This equals the gas contribution when $s=r$, here 3%. In that estimate the total gap conductance doubles, and gas and bridges together remove half the effect of an empty, unbridged crack at roughly twice the opening: 0.85 µm at leading order, about 0.95 µm from the exact condition. Measured against the same bridged crack evacuated, the gas matters less than before: in the continuum model it removes about 35% at 0.45 µm and about half only as the opening vanishes. For bridges much wider than the gap opening, the neglected constriction dominates and their effect is smaller. The $2k_g/(\pi k_s)$ rule is therefore a guide for sparse, unbridged cracks facing the flow, with openings large compared with the gas jump length. The numerical output lists the computed values.

## Computed values

```
solid conductivity ks = 2.40 W/(m K)
gas conductivity kg = 0.080 W/(m K)
ratio r = kg/ks = 0.03333
crack radius a = 10.0 um
temperature = 1300 K, pressure = 20 bar
heat flux = 1.0 MW/m^2, crack density n a^3 = 0.050
half-loss aspect ratio, 2r/pi = 0.02122
half-loss aspect ratio, exact condition = 0.02259
half-loss aspect ratio, finite elements = 0.02258
excess of exact over 2r/pi = 6.43 %
r = 0.002: finite elements/(2r/pi) = 1.0035
second-order coefficient, same shape = 1.8109
second-order coefficient, flat reference = 0.1896
half-loss full opening, 2r/pi = 0.424 um
half-loss full opening, exact = 0.452 um
M at the half point = 0.03448
opening (um): lost share exact, thin law, finite elements
  0.045: 0.9070, 0.9038, 0.9070
  0.226: 0.6635, 0.6527, 0.6635
  0.452: 0.5000, 0.4844, 0.5000
  0.903: 0.3395, 0.3196, 0.3395
  4.517: 0.1117, 0.0859, 0.1116
largest relative error of effect = 8.7e-05
largest error of lost share = 2.1e-05
largest mismatch inner flux/lost share = 2.7e-08
empty crack, alpha = 0.001: effect = 2.6698 (8/3 = 2.6667)
temperature drop at centre, gas = 2.82 K
temperature drop at centre, empty = 5.46 K
crack porosity = 0.473 %
relative conductivity drop, empty = 13.72 %
relative conductivity drop, gas = 6.86 %
k_eff empty = 2.071 W/(m K)
k_eff gas = 2.235 W/(m K)
20 bar: mean free path = 14.8 nm, jump g = 23.8 nm
20 bar: lost share at exact half opening = 0.463
20 bar: half-loss opening with jump = 0.378 um
1 bar: mean free path = 295 nm, jump g = 477 nm
1 bar: lost share at exact half opening = 0.201
1 bar: lost share at 1 nm opening = 0.2486
1 bar: variational bound, zero opening = 0.2504
gas conductance at centre = 1.771e+05 W/(m^2 K)
radiative conductance, index 2.1 = 2.198e+03 W/(m^2 K)
radiation/gas = 1.24 %
additive resistivity: k_eff empty = 2.110 W/(m K)
additive resistivity: k_eff gas = 2.246 W/(m K)
additive resistivity: lost share = 0.468
```
